# Contact and pseudocontact shifts of a nucleus near a paramagnetic ion: a program that tests the result

```python
# Paramagnetic NMR shifts by thermal averaging; nu = gamma B (1+delta)/2pi.
# Contact (H = A I.S): delta = A g muB S(S+1)/(3kT hbar gamma); J multiplet:
#   S = sigma J, delta = A gJ sigma X muB/(3kT hbar gamma), X = J(J+1).
# PCS: delta = [dax(3cos^2 th-1) + 1.5 drh sin^2 th cos 2ph]/(12 pi r^3),
#   dax = chi_zz-(chi_xx+chi_yy)/2, drh = chi_xx-chi_yy, <mu> = chi B/mu0.
# Bleaney (leading 1/T^2): dax = -mu0 gJ^2 muB^2 K B20/(10 (kT)^2), drh = same, B22/15,
#   K = X(2J-1)(2J+3), B2q = alpha_J A2q<r^2>, O20 = 3Jz^2-X, O22 = Jx^2-Jy^2.
# Energies in cm^-1, moments in muB, chi in m^3 per ion.
import numpy as np
from math import factorial, pi
from functools import reduce
from scipy.special import lpmv
from scipy.constants import h, c, k, mu_0, physical_constants as pc
from numpy.linalg import eigh, eig, eigvalsh, norm
from numpy.polynomial.legendre import leggauss
muB = pc['Bohr magneton'][0]; ge = abs(pc['electron g factor'][0])
gam = pc['proton gyromag. ratio'][0]
cm = h*c*100; kcm = k/cm; muBcm = muB/cm; unit = mu_0*muB**2/cm

def angmom(J):
    m = J-np.arange(int(round(2*J))+1)
    p = np.diag(np.sqrt(J*(J+1)-m[1:]*(m[1:]+1)), 1)
    return [(p+p.T)/2+0j, (p-p.T)/2j, np.diag(m)+0j]
def project(P, ops): return [P.conj().T@o@P for o in ops]
def square(v): return sum(o@o for o in v)

# point dipole versus quadrature of orbital current and spin density (f, m=3, on axis)
xg, wg = leggauss(40); xr, wr = leggauss(120); rr = 1.5*(xr+1)
rms = 0.5; a = 2*rms/np.sqrt(90)
dens = np.outer(wr*rr**8*np.exp(-2*rr/a), wg*(1-xg**2)**3); dens /= dens.sum()
zz = np.outer(rr, xg); r2 = np.outer(rr**2, np.ones_like(xg))
def dipole_error(R):
    d2 = r2-2*R*zz+R*R
    return np.array([(dens*R**3/d2**1.5).sum()-1,
                     (dens*R**3*(3*(R-zz)**2/d2-1)/(2*d2**1.5)).sum()-1])
assert np.allclose(dipole_error(5.)/dipole_error(10.), 4, rtol=0.05)
assert np.all(abs(dipole_error(5.)) < 3*rms**2/25)

# jump model: averaging of the hyperfine multiplet of a spin S
S0, A0, T0, B0 = 2.5, 2*pi*1e6, 300., 1.
M = np.arange(-S0, S0+1); x0 = ge*muB*B0/(k*T0)
def jump(tau):
    W = (np.diag(np.full(len(M)-1, np.exp(-x0/2)), -1)+np.diag(np.full(len(M)-1, np.exp(x0/2)), 1))/tau
    return eig(W-np.diag(W.sum(0))-1j*A0*np.diag(M))[0]
ev = jump(1e-11); d_jump = ev[np.argmax(ev.real)].imag/(gam*B0)
d_curie = A0/gam*ge*muB*S0*(S0+1)/(3*k*T0)
assert abs(d_jump/d_curie-1) < 1e-4      # saturation at 1 T is about 1e-5
assert np.allclose(np.sort(jump(1e-3).imag), A0*M, atol=1e-4*A0)

# f-shell operators: one-electron quadrature, then fermion Fock space of the open spin shell
ms = np.arange(3, -4, -1); ph = np.arange(16)*2*pi/16
Y = [np.outer((-1.)**(m if m < 0 else 0)*lpmv(abs(m), 3, xg)*np.sqrt(
     7/(4*pi)*factorial(3-abs(m))/factorial(3+abs(m))), np.exp(1j*m*ph)) for m in ms]
one = np.ones(16); x = xg
shapes = [np.outer(3*x**2-1, one), np.outer(1-x**2, np.cos(2*ph)),
          np.outer(35*x**4-30*x**2+3, one), np.outer(231*x**6-315*x**4+105*x**2-5, one)]
q1 = [np.array([[(wg[:, None]*u.conj()*f*v).sum()*2*pi/16 for v in Y] for u in Y]) for f in shapes]
cs = [reduce(np.kron, [np.diag([1., -1.])]*i+[np.array([[0., 1.], [0., 0.]])]+[np.eye(2)]*(6-i)) for i in range(7)]
Eij = np.array([[cs[i].T@cs[j] for j in range(7)] for i in range(7)])
fock = [np.einsum('ij,ijab->ab', o, Eij) for o in angmom(3)+q1]
count = np.rint(np.einsum('iiaa->a', Eij))
def term(n):
    s = np.where(count == n % 7)[0]; ops = [o[np.ix_(s, s)] for o in fock]
    w, v = eigh(square(ops[:3])); L = round((np.sqrt(1+4*w[-1])-1)/2)
    ops = project(v[:, abs(w-w[-1]) < 1e-6], ops); assert len(ops[0]) == 2*L+1
    S = min(n, 14-n)/2; sp = angmom(S)
    ops = [np.kron(o, np.eye(len(sp[0]))) for o in ops]
    return L, S, ops[:3], [np.kron(np.eye(2*L+1), o) for o in sp], ops[3:]
def multiplet(n):
    L, S, Lo, So, Q = term(n); J = L-S if n < 7 else L+S
    Jo = [u+v for u, v in zip(Lo, So)]; w, v = eigh(square(Jo)); P = v[:, abs(w-J*(J+1)) < 1e-6]
    mu = project(P, [-(u+ge*t) for u, t in zip(Lo, So)])
    X = J*(J+1); sig = (X+S*(S+1)-L*(L+1))/(2*X)
    aL = (-1 if n < 7 else 1)*2*(7-4*S)/(45*(2*L-1))
    al = aL*((L+1)*(2*L+3)/((J+1)*(2*J+3)) if n < 7 else L*(2*L-1)/(J*(2*J-1)))
    return dict(J=J, X=X, K=X*(2*J-1)*(2*J+3), sig=sig, g=1+(ge-1)*sig, al=al,
                Jo=project(P, Jo), So=project(P, So), Q=project(P, Q), mu=mu)
Acf = np.array([200., 100., 30., 10.])
def cf(Q, A=Acf): return sum(u*v for u, v in zip(A, Q))
def chi(H, mu, T):
    E, V = eigh(H); E = E-E[0]; b = 1/(kcm*T); p = np.exp(-b*E); p /= p.sum()
    y = np.maximum(b*abs(E[:, None]-E[None, :]), 1e-300)
    Kn = b*np.maximum(p[:, None], p[None, :])*(-np.expm1(-y)/y); m = project(V, mu)
    return unit*np.array([[(u*v.T*Kn).sum().real for v in m] for u in m])
def curie(I, T): return unit*I['g']**2*I['X']/(3*kcm*T)*np.eye(3)
def bleaney(I, T):
    B20, B22 = I['al']*Acf[:2]
    return -unit*I['g']**2*I['K']/(30*(kcm*T)**2)*np.diag([B22-B20, -B22-B20, 2*B20])
def third(I, T):
    H = cf(I['Q']); N = len(H); Jo = I['Jo']
    t = np.array([[np.trace(H@H@(u@v+v@u)+H@u@H@v).real/(6*N) for v in Jo] for u in Jo])
    return unit*I['g']**2*(t-np.trace(H@H).real/(2*N)*I['X']/3*np.eye(3))/(kcm*T)**3
def axrh(t): return t[2, 2]-(t[0, 0]+t[1, 1])/2, t[0, 0]-t[1, 1]
r, th, phi, A1 = 5e-10, np.radians(30), np.radians(20), 2*pi*1e5
Gax, Grh = 3*np.cos(th)**2-1, np.sin(th)**2*np.cos(2*phi)
def pcs(t): return (axrh(t)[0]*Gax+1.5*axrh(t)[1]*Grh)/(12*pi*r**3)

names = {1: 'Ce', 2: 'Pr', 3: 'Nd', 4: 'Pm', 5: 'Sm', 8: 'Tb', 9: 'Dy', 10: 'Ho', 11: 'Er', 12: 'Tm', 13: 'Yb'}
ions = {s: multiplet(n) for n, s in names.items()}
for I in ions.values():
    jx, jy, jz = I['Jo']; N = len(jx); O20 = 3*jz@jz-I['X']*np.eye(N); O22 = jx@jx-jy@jy
    assert np.allclose(I['Q'][0], I['al']*O20, atol=1e-10) and np.allclose(I['Q'][1], I['al']*O22, atol=1e-10)
    for i in range(3):
        assert np.allclose(I['So'][i], I['sig']*I['Jo'][i], atol=1e-10)
        assert np.allclose(I['mu'][i], -I['g']*I['Jo'][i], atol=1e-10)
        assert all(abs(np.trace(q@I['Jo'][i]@I['Jo'][i])) < 1e-9 for q in I['Q'][2:])
    assert np.isclose(np.trace(jz@jz@O20).real/N, I['K']/15) and np.isclose(np.trace(jx@jx@O22).real/N, I['K']/30)
    T = 1e6; rest = chi(cf(I['Q']), I['mu'], T)-curie(I, T)-bleaney(I, T)
    assert norm(rest) < 2e-3*norm(bleaney(I, T)) and norm(rest-third(I, T)) < 1e-2*norm(rest)

# shifts from the definition: finite field, Boltzmann average over states and orientations
rh = np.array([np.sin(th)*np.cos(phi), np.sin(th)*np.sin(phi), np.cos(th)])
Tdip = mu_0*muB/(4*pi*r**3)*(3*np.outer(rh, rh)-np.eye(3))
def brute(I, T, B):
    H0 = cf(I['Q']); tot = np.zeros(3)
    for u, w in zip(*leggauss(10)):
        for f in ph:
            n = np.array([np.sqrt(1-u*u)*np.cos(f), np.sqrt(1-u*u)*np.sin(f), u])
            E, V = eigh(H0-muBcm*B*sum(n[i]*I['mu'][i] for i in range(3)))
            rho = (V*np.exp(-E/(kcm*T)))@V.conj().T
            m = np.array([np.trace(rho@o).real for o in I['mu']])
            s = np.array([np.trace(rho@o).real for o in I['So']])
            tot += w*np.array([np.trace(rho).real, -A1/gam*(n@s)/B, n@Tdip@m/B])
    return tot[1:]/tot[0]
def contact(I, t): return A1/gam*I['sig']/I['g']*np.trace(t)/(3*mu_0*muB)
Yb, Dy = ions['Yb'], ions['Dy']
for I in (Yb, Dy):
    t = chi(cf(I['Q']), I['mu'], T0); assert norm(t-np.diag(np.diag(t))) < 1e-9*norm(t)
    assert np.allclose(brute(I, T0, 0.02), [contact(I, t), pcs(t)], rtol=1e-6, atol=0)
tY = chi(cf(Yb['Q']), Yb['mu'], T0)
fld = [brute(Yb, T0, B)[1]/pcs(tY)-1 for B in (1., 2., 10.)]
assert abs(fld[1]/fld[0]-4) < 0.08 and abs(fld[2]) < 0.05
con_curie = A1/gam*Yb['g']*Yb['sig']*Yb['X']*muB/(3*k*T0)
cdev = [np.trace(chi(cf(Yb['Q']), Yb['mu'], T)-curie(Yb, T))/np.trace(curie(Yb, T)) for T in (1e4, 2e4)]
assert abs(cdev[0]/cdev[1]-4) < 0.2      # relative 1/T^2: no T^-2 term in the contact shift

# J mixing in the full LS term
def chi_term(n, lam, T):
    L, S, Lo, So, Q = term(n)
    return chi(lam*sum(u@v for u, v in zip(Lo, So))+cf(Q), [-(u+ge*v) for u, v in zip(Lo, So)], T)
def mix(gap, T): return axrh(chi_term(13, -gap/3.5, T)-chi(cf(Yb['Q']), Yb['mu'], T))[0]
assert abs(mix(1e5, T0)/mix(2e5, T0)-2) < 0.05 and abs(mix(1e6, 1e4)/mix(1e6, 2e4)-2) < 0.1
tEu = chi_term(6, 400., T0); assert abs(axrh(tEu)[0]) > 1e-33
# low temperature: Kramers doublet (rank-2 field only) gives anisotropic 1/T
H2 = cf(Yb['Q'], Acf*[1, 1, 0, 0]); E2, V2 = eigh(H2)
gd = np.array([2*eigvalsh(o)[-1] for o in project(V2[:, :2], Yb['mu'])])
assert np.allclose(np.diag(chi(H2, Yb['mu'], .5)-chi(H2, Yb['mu'], 1.)), unit*gd**2/(4*kcm), rtol=1e-6, atol=0)

print(f"g_e = {ge:.5f}, gamma_H = {gam:.5e} rad/s/T, kT(300 K) = {kcm*T0:.2f} cm^-1")
print(f"muB/k = {muB/k:.5f} K/T, mu0 muB^2 = {mu_0*muB**2:.5e} J m^3")
print(f"point dipole rel. error, f m=3, rms {rms} A, 5 A: orbit {dipole_error(5.)[0]:.4f}, spin {dipole_error(5.)[1]:.4f}")
print(f"S={S0}, A/h={A0/2e6/pi:.1f} MHz, {T0:.0f} K: A/(hbar gamma) = {A0/gam:.5f} T")
print(f"  <Sz>/B = {-x0/B0*S0*(S0+1)/3:.5f} 1/T")
print(f"  contact: formula {d_curie*1e6:.2f} ppm, jump model (tau 1e-11 s, 1 T) {d_jump*1e6:.2f} ppm")
print("ion  J    gJ      alpha_J     K       C_J(Dy=-100)  gJ*sigma*X (all dimensionless)")
CD = abs(Dy['g']**2*Dy['al']*Dy['K'])
for s, I in ions.items():
    print(f"{s}  {I['J']:.1f}  {I['g']:.4f}  {I['al']:+.6f}  {I['K']:7.1f}  {100*I['g']**2*I['al']*I['K']/CD:+7.1f}  {I['g']*I['sig']*I['X']:+.3f}")
print("model A20<r2>, A22<r2>, A40<r4>, A60<r6> (cm^-1):", *Acf)
print(f"proton r = {r*1e10:.1f} A, theta = {np.degrees(th):.0f} deg, phi = {np.degrees(phi):.0f} deg, A/h = {A1/2e6/pi:.1f} MHz")
print(f"3cos^2-1 = {Gax:.4f}, sin^2 cos2phi = {Grh:.4f}, 1/(12 pi r^3) = {1/(12*pi*r**3):.4e} m^-3")
print(f"Yb B20 = {Yb['al']*Acf[0]:.4f}, B22 = {Yb['al']*Acf[1]:.4f} cm^-1, sigma_J = {Yb['sig']:.5f}")
EY = eigvalsh(cf(Yb['Q'])); print("Yb doublets (cm^-1):", *np.round(EY[::2]-EY[0], 1))
print("Yb 300 K chi xx, yy, zz (1e-32 m^3):", *np.round(np.diag(tY)*1e32, 3))
print(f"Yb 300 K chi mean {np.trace(tY)/3e-32:.3f}, Curie {curie(Yb, T0)[0, 0]*1e32:.3f} (1e-32 m^3)")
for lab, t in (('Bleaney', bleaney(Yb, T0)), ('to T^-3', bleaney(Yb, T0)+third(Yb, T0)), ('exact', tY)):
    print(f"Yb 300 K {lab}: dax {axrh(t)[0]*1e32:.3f}, drh {axrh(t)[1]*1e32:.3f} (1e-32 m^3)")
for T in (200., 300., 400.):
    e = pcs(chi(cf(Yb['Q']), Yb['mu'], T)); b = pcs(bleaney(Yb, T))
    print(f"Yb PCS {T:.0f} K: Bleaney {b*1e6:.2f}, to T^-3 {(b+pcs(third(Yb, T)))*1e6:.2f}, exact {e*1e6:.2f} ppm, exact/Bleaney {e/b:.3f}")
sl = np.log(pcs(chi(cf(Yb['Q']), Yb['mu'], 301.))/pcs(chi(cf(Yb['Q']), Yb['mu'], 299.)))/np.log(301/299)
print(f"Yb local exponent dln|PCS|/dlnT at 300 K = {sl:.3f}")
print(f"Yb contact 300 K: Curie {con_curie*1e6:.3f} ppm, exact {contact(Yb, tY)*1e6:.3f} ppm")
tot = contact(Yb, tY)+pcs(tY)
print(f"Yb total 300 K = {tot*1e6:.2f} ppm = {tot*gam*10/(2*pi)/1e3:.2f} kHz at 10 T")
print(f"Yb PCS rel. change at 10 T (saturation + alignment) = {fld[2]:.2e}")
print(f"Yb PCS with J mixing, gap 10000 cm^-1 = {pcs(chi_term(13, -1e4/3.5, T0))*1e6:.2f} ppm")
ED = eigvalsh(cf(Dy['Q'])); print(f"Dy total splitting = {ED[-1]-ED[0]:.1f} cm^-1")
print(f"Dy PCS 300 K: Bleaney {pcs(bleaney(Dy, T0))*1e6:.2f}, exact {pcs(chi(cf(Dy['Q']), Dy['mu'], T0))*1e6:.2f} ppm")
print(f"Eu, gap 400 cm^-1, 300 K: dax {axrh(tEu)[0]*1e32:.3f} (1e-32 m^3), PCS {pcs(tEu)*1e6:.2f} ppm")
print("Yb ground doublet gx, gy, gz (rank-2 field only):", *np.round(gd, 3))
print("success")
```

Running it gives:

```
g_e = 2.00232, gamma_H = 2.67522e+08 rad/s/T, kT(300 K) = 208.51 cm^-1
muB/k = 0.67171 K/T, mu0 muB^2 = 1.08080e-52 J m^3
point dipole rel. error, f m=3, rms 0.5 A, 5 A: orbit -0.0066, spin -0.0198
S=2.5, A/h=1.0 MHz, 300 K: A/(hbar gamma) = 0.02349 T
  <Sz>/B = -0.01308 1/T
  contact: formula 307.12 ppm, jump model (tau 1e-11 s, 1 T) 307.11 ppm
ion  J    gJ      alpha_J     K       C_J(Dy=-100)  gJ*sigma*X (all dimensionless)
Ce  2.5  0.8568  -0.057143    280.0     -6.5  -1.071
Pr  4.0  0.7995  -0.021010   1540.0    -11.4  -3.198
Nd  4.5  0.7266  -0.006428   2376.0     -4.4  -4.905
Pm  4.0  0.5991  +0.007713   1540.0     +2.3  -4.793
Sm  2.5  0.2841  +0.041270    280.0     +0.5  -1.775
Tb  6.0  1.5012  -0.010101   6930.0    -86.9  +31.524
Dy  7.5  1.3341  -0.006349  16065.0   -100.0  +28.350
Ho  8.0  1.2506  -0.002222  20520.0    -39.3  +22.510
Er  7.5  1.2005  +0.002540  16065.0    +32.4  +15.306
Tm  6.0  1.1671  +0.010101   6930.0    +52.5  +8.169
Yb  3.5  1.1432  +0.031746    945.0    +21.6  +2.572
model A20<r2>, A22<r2>, A40<r4>, A60<r6> (cm^-1): 200.0 100.0 30.0 10.0
proton r = 5.0 A, theta = 30 deg, phi = 20 deg, A/h = 0.1 MHz
3cos^2-1 = 1.2500, sin^2 cos2phi = 0.1915, 1/(12 pi r^3) = 2.1221e+26 m^-3
Yb B20 = 6.3492, B22 = 3.1746 cm^-1, sigma_J = 0.14286
Yb doublets (cm^-1): 0.0 113.5 193.3 255.4
Yb 300 K chi xx, yy, zz (1e-32 m^3): 18.813 22.77 11.615
Yb 300 K chi mean 17.733, Curie 17.903 (1e-32 m^3)
Yb 300 K Bleaney: dax -9.813, drh -3.271 (1e-32 m^3)
Yb 300 K to T^-3: dax -9.672, drh -4.105 (1e-32 m^3)
Yb 300 K exact: dax -9.176, drh -3.957 (1e-32 m^3)
Yb PCS 200 K: Bleaney -63.05, to T^-3 -63.51, exact -56.68 ppm, exact/Bleaney 0.899
Yb PCS 300 K: Bleaney -28.02, to T^-3 -28.16, exact -26.75 ppm, exact/Bleaney 0.955
Yb PCS 400 K: Bleaney -15.76, to T^-3 -15.82, exact -15.37 ppm, exact/Bleaney 0.975
Yb local exponent dln|PCS|/dlnT at 300 K = -1.903
Yb contact 300 K: Curie 4.509 ppm, exact 4.466 ppm
Yb total 300 K = -22.29 ppm = -9.49 kHz at 10 T
Yb PCS rel. change at 10 T (saturation + alignment) = -7.37e-04
Yb PCS with J mixing, gap 10000 cm^-1 = -26.69 ppm
Dy total splitting = 240.7 cm^-1
Dy PCS 300 K: Bleaney 129.76, exact 145.07 ppm
Eu, gap 400 cm^-1, 300 K: dax -1.823 (1e-32 m^3), PCS -5.29 ppm
Yb ground doublet gx, gy, gz (rank-2 field only): 0.796 7.508 0.427
success
```
